# Kondo exponent from the local moment approach to the Anderson impurity

**The form of the answer**

A symmetric Anderson impurity in a flat, infinitely wide band has two energies, the repulsion \(U\) and the hybridization width \(\Gamma\). Its spin-flip energy must therefore have the form \(\omega_m=U f(U/\Gamma)\). Symmetry narrows this further. A description that starts from a magnetic moment contains a static spin splitting of order \(U\), but the ground state is a singlet, so no splitting may survive at zero energy. What cancels it is a spin-flip self-energy. This needs hybridization, so it is of order \(\Gamma\), and it grows as \(\ln(U/\omega_m)\) when the flip becomes cheap. The balance \(\Gamma\ln(U/\omega_m)\sim U\) gives \(\omega_m\sim U e^{-cU/\Gamma}\). The number \(c\) has to be calculated.

**Model and approximation**

Temperature is zero, \(\hbar=1\), and energies are measured from the Fermi level. The Hamiltonian is

\[
H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+V\sum_{k\sigma}(d^\dagger_\sigma c_{k\sigma}+\text{h.c.})+U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12),
\]

with constant band density \(\rho\) per spin and \(\Gamma=\pi V^2\rho\). Thus \(\Gamma\) is the half-width at half maximum of the level at \(U=0\).

*Two self-energies.* Let \(\sigma=\pm1\) for \(\uparrow,\downarrow\), and let a field \(x>0\) favour \(\uparrow\):

\[
\mathcal G_\sigma(i\nu)=\frac1{i\nu+i\Gamma\,\mathrm{sgn}\,\nu+\sigma x},\qquad
D_\sigma(\epsilon)=\frac{\Gamma/\pi}{(\epsilon+\sigma x)^2+\Gamma^2}.
\]

Integrating \(D_\uparrow-D_\downarrow\) over \(\epsilon<0\) gives the moment \(\mu=2\theta/\pi\), with \(\theta=\arctan(x/\Gamma)\). The occupations are \(\langle n_\sigma\rangle=\frac12(1+\sigma\mu)\), so the Hartree term is \(U(\langle n_{-\sigma}\rangle-\frac12)=-\sigma U\mu/2\). The rotationally invariant propagator is the average over the two orientations of the moment:

\[
G=\tfrac12(G_\uparrow+G_\downarrow),\quad
G_\sigma^{-1}=i\nu+i\Gamma\,\mathrm{sgn}\,\nu-\tilde\Sigma_\sigma,\quad
\tilde\Sigma_\sigma=-\sigma\frac{U\mu}2+\Sigma_\sigma .
\]

*Transverse ladder.* A flip from \(\uparrow\) to \(\downarrow\) propagates through

\[
\Pi_0(i\Omega)=-\int\frac{d\nu}{2\pi}\,\mathcal G_\uparrow(i\nu)\,\mathcal G_\downarrow(i\nu+i\Omega).
\]

Since \(Un_\uparrow n_\downarrow=Un_\uparrow-US^+S^-\), the interaction is attractive in this channel. A transverse source \(h\) produces a response \(m=\Pi_0(h+Um)\), hence \(\Pi=\Pi_0/(1-U\Pi_0)\).

The second-order self-energy in imaginary time follows from Wick's theorem as \(-U^2\mathcal G_\uparrow(\tau)\mathcal G_\downarrow(\tau)\mathcal G_\downarrow(-\tau)\). Because \(\Pi_0(\tau)=-\mathcal G_\downarrow(\tau)\mathcal G_\uparrow(-\tau)\), this equals \(U^2\mathcal G_\downarrow(\tau)\Pi_0(-\tau)\). Replacing \(\Pi_0\) by the ladder gives

\[
\Sigma_\uparrow(i\nu)=U^2\int\frac{d\Omega}{2\pi}\,\mathcal G_\downarrow(i\nu+i\Omega)\,\Pi(i\Omega). \tag{1}
\]

This is the approximation. It omits longitudinal-spin, charge and pair ladders, and the internal lines are not dressed self-consistently. For \(\Gamma=0\) and \(2x>U\) the integrand in (1) has poles at \(i\Omega=2x-U\) and \(i\Omega=x-i\nu\). Both lie on the same side of the contour for every \(\nu\), so \(\Sigma_\uparrow(i\nu)=0\). The Hartree terms then give the atomic levels at \(\pm U/2\).

*Symmetry restoration.* Particle-hole symmetry gives \(\tilde\Sigma_\downarrow(0)=-\tilde\Sigma_\uparrow(0)\equiv-s\). Then

\[
G(i0^+)=\frac12\left[\frac1{i\Gamma-s}+\frac1{i\Gamma+s}\right]=\frac{-i\Gamma}{\Gamma^2+s^2},
\qquad \pi\Gamma D(0)=\frac{\Gamma^2}{\Gamma^2+s^2}. \tag{2}
\]

In the symmetric Fermi liquid the single self-energy vanishes at the Fermi level, so \(\pi\Gamma D(0)=1\). This requires \(s=0\), or

\[
\Sigma_\uparrow(0)=U\mu/2. \tag{3}
\]

For given \(U\), condition (3) determines \(x\). It replaces the mean-field condition \(x=U\mu/2\).

**Theorem**

Let \(\delta=1-U\Pi_0(0)>0\), and let \(\omega_m=\delta/(UA)\), where \(A\) is the real part of the slope of \(\Pi_0(z)\) at \(z=0\), given below Lemma 1. As \(U/\Gamma\to\infty\), equation (3) has a solution with

\[
\boxed{\;\ln\frac{U}{2\omega_m}=\frac{\pi U}{8\Gamma}+\frac32+O\!\left(\frac{\Gamma}{U}\right)\;}
\]

Equivalently, \(\omega_m\simeq\frac U2e^{-3/2}e^{-\pi U/8\Gamma}\). The exponent agrees with that of the Kondo scale of the model, derived below by scaling. The prefactor belongs to the approximation.

**Lemma 1: the bubble**

With \(\ell=\ln[1-z/(x-i\Gamma)]\) and \(z=i\Omega\), \(\Omega>0\),

\[
\Pi_0(0)=\frac{\theta}{\pi x}=\frac{\mu}{2x},\qquad
\Pi_0(z)-\Pi_0(0)=-\frac{\theta z}{\pi x(z-2x)}-\frac{2\Gamma}{\pi}\frac{\ell}{(z-2x)(z-2x+2i\Gamma)}. \tag{4}
\]

*Proof.* Use \(\mathcal G_\uparrow\mathcal G_\downarrow=(\mathcal G_\uparrow-\mathcal G_\downarrow)/(\mathcal G_\downarrow^{-1}-\mathcal G_\uparrow^{-1})\). For \(\nu>0\) and for \(\nu<-\Omega\) the denominator is \(p=z-2x\). For \(-\Omega<\nu<0\) it is \(q=p+2i\Gamma\). In the first region

\[
\int_0^\infty d\nu\left[\frac{-i}{\nu+\Gamma-ix}+\frac{i}{\nu+\Omega+\Gamma+ix}\right]=-i\lambda,\qquad \lambda=\ln\frac{\Gamma+\Omega+ix}{\Gamma-ix}.
\]

The region \(\nu<-\Omega\) gives \(-i\lambda\) again. The middle region gives \(2i\ell\), because \(\ell=\ln[(\Gamma+\Omega+ix)/(\Gamma+ix)]\) and each propagator contributes \(i\ell\). Hence \(\Pi_0=\frac i\pi(\lambda/p-\ell/q)\), with \(\lambda=\ell+2i\theta\). At \(\Omega=0\), \(\ell=0\) and \(p=-2x\), which gives \(\Pi_0(0)\). Subtracting it and using

\[
\frac1p-\frac1q=\frac{2i\Gamma}{pq},\qquad \frac1p+\frac1{2x}=\frac{z}{2xp}
\]

gives (4). \(\square\)

On the negative real axis, \(z=-w\), equation (4) reads \(\Pi_0(-w)=\Pi_0(0)-wK(w)\), where

\[
K(w)=\frac{\theta}{\pi x(2x+w)}+\frac{2\Gamma}{\pi w}\frac{\ln[1+w/(x-i\Gamma)]}{(2x+w)(2x+w-2i\Gamma)}. \tag{5}
\]

Define \(K(0)=A+iB\). Letting \(w\to0\), and writing \(R=x^2+\Gamma^2\),

\[
K(0)=\frac{\theta}{2\pi x^2}+\frac{\Gamma}{2\pi x(x-i\Gamma)^2},\qquad
A=\frac{\theta}{2\pi x^2}+\frac{\Gamma(x^2-\Gamma^2)}{2\pi xR^2},\qquad B=\frac{\Gamma^2}{\pi R^2}.
\]

Near \(z=0\) the denominator of the ladder is \(1-U\Pi_0(z)\simeq UA[\omega_m-z(1+ia)]\), with \(a=B/A\). For \(x\gg\Gamma\), \(a\simeq4\Gamma^2/(\pi x^2)\) is small, and the ladder has a weakly damped resonance near \(z=\omega_m\), the energy for flipping the moment. For \(x\sim\Gamma\) the damping is not weak: \(a=2/\pi\) at \(x=\Gamma\). The mean-field condition \(x=U\mu/2\) gives \(\delta=0\) and \(\omega_m=0\): turning an ordered moment costs no energy.

**Lemma 2: rotation of the frequency integral**

For \(\delta>0\), with \(\mathcal D(w)=\delta+UwK(w)\),

\[
\Sigma_\uparrow(0)=-\frac U\pi\arctan\frac\Gamma x+\frac U\pi\int_0^\infty dw\,\mathrm{Im}\,\frac{1}{(x+w-i\Gamma)\,\mathcal D(w)} . \tag{6}
\]

*Proof.* Reversing the sign of \(\Omega\) complex conjugates the integrand of (1) at \(\nu=0\). Therefore

\[
\Sigma_\uparrow(0)=\frac{U^2}\pi\,\mathrm{Re}\int_0^\infty d\Omega\,g(i\Omega)\Pi(i\Omega),\qquad g(z)=\frac1{z+i\Gamma-x}.
\]

The contour can be turned from the positive imaginary to the negative real axis if \(1-U\Pi_0\) has no zero between them. Writing the propagators through \(D_\sigma\) and doing the \(\nu\) integral gives

\[
\Pi_0(z)=\int_0^\infty de\left[\frac{P(e)}{e-z}+\frac{N(e)}{e+z}\right],
\]

where \(P(e)=\int_0^e D_\downarrow(\epsilon)D_\uparrow(\epsilon-e)\,d\epsilon\) and \(N(e)=\int_0^e D_\uparrow(\epsilon)D_\downarrow(\epsilon-e)\,d\epsilon\) are positive for \(e>0\). Suppose \(\Pi_0(z)=1/U\) at \(z=-u+iv\), \(v>0\). The vanishing imaginary part means \(\int P/|e-z|^2=\int N/|e+z|^2\). This equality lets us add \(u\) times its left side, minus \(u\) times its right side, to the real part:

\[
\frac1U=\int de\left[P\,\frac{e+2u}{|e-z|^2}+N\,\frac{e-2u}{|e+z|^2}\right]<\int de\,\frac{P+N}{e}=\Pi_0(0).
\]

The inequality holds because \(|e\mp z|^2=e^2\pm2ue+|z|^2>e(e\pm2u)\). It contradicts \(U\Pi_0(0)<1\). On the negative axis \(\mathrm{Im}\,\Pi_0(-w+i0)=-\pi N(w)\neq0\), so no zero lies there either. The large arc vanishes since \(g\sim1/z\) and \(\Pi\to0\).

With \(z=-w\), \(d\Omega=-i\,dz=i\,dw\), so \(\Sigma_\uparrow(0)=-(U^2/\pi)\int_0^\infty dw\,\mathrm{Im}[g(-w)\Pi(-w)]\). Now insert \(g(-w)=-1/(x+w-i\Gamma)\) and \(\Pi=-1/U+1/(U\mathcal D)\). The second part of \(\Pi\) gives the integral in (6). The first gives \(-(U/\pi)\int_0^\infty dw\,\Gamma/[(x+w)^2+\Gamma^2]\), which is the arctangent term. \(\square\)

**Lemma 3: the logarithm and its constant**

Let \(\varepsilon=\Gamma/x\) and \(L=\ln(x/\omega_m)\). For \(\varepsilon\to0\) with \(L\) of order \(1/\varepsilon\),

\[
\Sigma_\uparrow(0)=\frac{4\Gamma}\pi\left[L\left(1-\frac{4\varepsilon}\pi\right)-1\right]+O(\varepsilon\Gamma). \tag{7}
\]

*Proof.* Put \(w=xt\). Expanding (5) uniformly in \(t\) gives

\[
2x(2x+w)\,\mathrm{Re}K=1-\frac{2\varepsilon}\pi h(t)+O(\varepsilon^3),\qquad h=1-\frac{2\ln(1+t)}{t(2+t)},
\]
\[
2x(2x+w)\,\mathrm{Im}K=\frac{4\varepsilon^2}\pi j(t)+O(\varepsilon^4),\qquad j=\frac1{(1+t)(2+t)}+\frac{2\ln(1+t)}{t(2+t)^2}.
\]

Here \(0\le h\le\min(t,1)\) and \(j(0)=1\). Since \(h(0)=0\), the first-order correction to \(A\) cancels: \(A=(1/4x^2)[1+O(\varepsilon^3)]\). This matters because an error of relative order \(\varepsilon\) in the coefficient of \(L\sim1/\varepsilon\) would change the constant.

The imaginary part in (6) is

\[
\frac{\Gamma\,\mathrm{Re}\mathcal D-(x+w)\,\mathrm{Im}\mathcal D}{[(x+w)^2+\Gamma^2]\,|\mathcal D|^2}.
\]

*First term.* To the required order \(\mathrm{Re}\mathcal D=UA[\omega_m+2xw/(2x+w)]\). The \(h\) correction vanishes linearly at small \(w\), so it produces no logarithm and costs \(O(\varepsilon\Gamma)\). Up to relative errors of order \(\omega_m/x\), the reciprocal of the square bracket is \(1/(w+\omega_m)+1/(2x)\). The term is therefore

\[
\frac{\Gamma}{\pi A}\int_0^\infty\frac{dw}{(x+w)^2}\left[\frac1{w+\omega_m}+\frac1{2x}\right]
=\frac{4\Gamma}\pi\left[(L-1)+\frac12\right].
\]

The first integral follows from partial fractions, the second is elementary. The arctangent in (6) contributes \(-U\varepsilon/\pi=-2\Gamma/\pi\), because \(U/x=2+O(\varepsilon)\). It cancels the \(\frac12\).

*Second term.* Its logarithm comes from \(\omega_m\ll w\ll x\), where \(\mathrm{Im}K=\varepsilon^2/(\pi x^2)\) and \(|\mathcal D|=U(w+\omega_m)/(4x^2)\). It is

\[
-\frac1{\pi x}\,\frac{\varepsilon^2}{\pi x^2}\,16x^4\int\frac{w\,dw}{(w+\omega_m)^2}
=-\frac{16\varepsilon\Gamma}{\pi^2}\,[L+O(1)].
\]

The integral converges beyond \(w\sim x\), and the \(O(1)\) costs \(O(\varepsilon\Gamma)\). Adding the parts gives (7). \(\square\)

The damping term has an extra factor \(\varepsilon\), yet \(\varepsilon L\) is of order one, so it shifts the constant. Without expanding in \(\varepsilon\), the small-\(w\) part of (6) gives the logarithmic slope at fixed \(x\) as \(\omega_m\to0\):

\[
\frac{\partial\Sigma_\uparrow(0)}{\partial\ln(1/\omega_m)}
=\frac1\pi\,\mathrm{Im}\frac1{(x-i\Gamma)(A+iB)}=\frac{\Gamma-ax}{\pi RA(1+a^2)}. \tag{8}
\]

At the mean-field point the logarithm diverges for large \(U/\Gamma\), so mean field cannot satisfy (3).

**Proof of the theorem**

The definition of \(\delta\) and \(\Pi_0(0)=\mu/2x\) give \(U\mu/2=x(1-\delta)\). At fixed \(U>\pi\Gamma\) this determines one \(x\) for each \(\delta\) in \((0,1)\), continuously, because \(x/\theta(x)\) increases from \(\Gamma\) to infinity. Let \(\eta=4\Gamma/(\pi x)=4\varepsilon/\pi\). With (7), condition (3) becomes

\[
L(1-\eta)-1=\frac1\eta+O(\eta).
\]

The exponentially small \(\delta\) has been absorbed in the error. Near \(L=1/(2\eta)\) the left side is smaller than the right, near \(L=2/\eta\) it is larger. By continuity there is a solution between them, and it obeys

\[
L=\frac{1/\eta+1+O(\eta)}{1-\eta}=\frac1\eta+2+O(\eta)=\frac{\pi x}{4\Gamma}+2+O(\Gamma/x).
\]

It remains to eliminate \(x\). From \(\mu=1-2\Gamma/(\pi x)+O(\varepsilon^3)\),

\[
x=\frac U2-\frac{U\Gamma}{\pi x}+\dots=\frac U2-\frac{2\Gamma}\pi+O(\Gamma^2/U),\qquad
\frac{\pi x}{4\Gamma}=\frac{\pi U}{8\Gamma}-\frac12+O(\Gamma/U).
\]

Since \(\ln(U/2x)=O(\Gamma/U)\), the constant is \(2-\frac12=\frac32\). \(\square\)

**Why this is the Kondo exponent**

The comparison needs a route that does not use the ladder. For \(U\gg\Gamma\) the impurity is singly occupied. Let one electron in a local orbital at the Fermi level hop to it with amplitude \(V\). The singlet reaches the empty and the doubly occupied impurity, each with amplitude of size \(\sqrt2V\) and energy cost \(U/2\). The triplet reaches neither, by the Pauli principle. The singlet–triplet splitting is therefore

\[
J=2\,\frac{(\sqrt2V)^2}{U/2}=\frac{8V^2}U,\qquad \rho J=\frac{8\Gamma}{\pi U},
\]

where \(J\) multiplies \(\mathbf S\cdot\mathbf s\), the product of the impurity spin and the local electron spin.

Now lower the band cutoff \(D_c\) by \(|dD_c|\). Write the coupling as \((J/2)\,\mathbf S\cdot\boldsymbol\sigma\). Virtual scattering through the removed upper edge gives \(-(J/2)^2(\rho|dD_c|/D_c)(\mathbf S\cdot\boldsymbol\sigma)^2\), and \((\mathbf S\cdot\boldsymbol\sigma)^2=\frac34-\mathbf S\cdot\boldsymbol\sigma\). At the lower edge a filled state is emptied first, so the matrices \(\boldsymbol\sigma\) appear in the reverse order and the exchange of fermions changes the sign. This gives \(+(J/2)^2(\rho|dD_c|/D_c)(\frac34+\mathbf S\cdot\boldsymbol\sigma)\), with the same spin term. Together they add \((J^2/2)(\rho|dD_c|/D_c)\,\mathbf S\cdot\boldsymbol\sigma\), so

\[
dJ=\rho J^2\,\frac{|dD_c|}{D_c},\qquad D_c\,e^{-1/\rho J}=\text{constant}.
\]

Starting from a cutoff of order \(U\), the coupling becomes of order one at an energy proportional to \(e^{-1/\rho J}=e^{-\pi U/8\Gamma}\), up to a prefactor. If the flow of \(j=\rho J\) has a cubic term, \(dj/d\ln(1/D_c)=j^2+\kappa j^3+\dots\), the logarithm of the scale ratio is

\[
\int_{j_0}^{O(1)}\frac{dj}{j^2+\kappa j^3+\dots}=\frac1{j_0}+\kappa\ln j_0+O(1).
\]

This multiplies the scale by a power of \(j_0\propto\Gamma/U\) and leaves the exponent unchanged. The agreement proved here is therefore one of exponents. The ladder gives a prefactor proportional to \(U\), and this power is not the exact one. In the exact solution of the model the scale is proportional to \(\sqrt{U\Gamma}\,e^{-\pi U/8\Gamma}\), which corresponds to \(\kappa=-\frac12\). The ladder estimate \(\pi\omega_m/4\Gamma\) of the quasiparticle weight \(Z\), derived below, is about 0.33 of the exact value at \(U=16\Gamma\) and about 2.2 times it at \(U=512\Gamma\).

**The width of the Kondo resonance**

The same scale appears in the one-electron spectrum. Raise \(\nu\) from zero to a small positive value in (1). On \(-\nu<\Omega<0\) the propagator \(\mathcal G_\downarrow\) changes by its jump \(-2i\Gamma/R\). For \(\nu\ll\omega_m\),

\[
\Sigma_\uparrow(i\nu)-\Sigma_\uparrow(0)\simeq-i\nu\,\frac{U^2\Gamma\,\Pi(0)}{\pi R}
\simeq-i\nu\,\frac{4\Gamma}{\pi\omega_m},
\]

because \(U^2\Pi(0)=(1-\delta)/(A\omega_m)\). The rest of the integral changes the coefficient of \(i\nu\) by a number of order one. Hence \(G_\sigma\simeq Z/(i\nu+iZ\Gamma)\), with \(Z\simeq\pi\omega_m/(4\Gamma)\). The linearized resonance has half-width \(Z\Gamma\simeq\pi\omega_m/4\), with the same exponential. This width is comparable with \(\omega_m\), where the linear form ceases to hold, so it gives the scale of the resonance and not its precise width.

**A worked case: \(U=16\Gamma\)**

Equation (3) was solved by a bracketing root search. The integral (1) was evaluated on a logarithmic frequency grid with the closed bubble (4), without the expansion in \(\varepsilon\). In units of \(\Gamma\), the solution has \(x=7.309\), \(\mu=0.9134\), \(\delta=2.290\times10^{-4}\) and \(A=4.660\times10^{-3}\). Thus

\[
\omega_m=\frac{2.290\times10^{-4}}{16\times4.660\times10^{-3}}=3.07\times10^{-3}.
\]

The field exceeds its mean-field value for this moment, \(U\mu/2=7.3075\), by 0.0017. Within the approximation this small excess is what restores \(s=0\): as \(\delta\to0\) at the same \(U\), \(s\) grows logarithmically and \(\pi\Gamma D(0)\) tends to zero. The asymptotic formula gives \(\omega_m=3.33\times10^{-3}\), about 9% above the numerical solution.

The damping is \(a=0.023\), so the resonance is sharp. Equation (8) gives a logarithmic slope of 1.043, below the limiting \(4/\pi=1.273\), mainly through the term \(ax=0.17\). From the self-energy at \(\nu=0.01\,\omega_m\), \(Z=2.45\times10^{-3}\), while \(\pi\omega_m/4\Gamma=2.41\times10^{-3}\).

If \(\delta\) is made ten times larger at the same \(U\), the residual splitting is \(s=-2.39\). Equation (2) then gives \(\pi\Gamma D(0)=1/(1+2.39^2)=0.149\) instead of 1, so a failure of restoration strongly lowers the Fermi-level density.

The same calculation at larger repulsion gives:

| \(U/\Gamma\) | \(\omega_m/\Gamma\) | \(\ln(U/2\omega_m)-\pi U/8\Gamma\) |
|---|---|---|
| 16 | \(3.07\times10^{-3}\) | 1.582 |
| 64 | \(8.46\times10^{-11}\) | 1.526 |
| 256 | \(6.21\times10^{-43}\) | 1.507 |
| 512 | \(2.72\times10^{-86}\) | 1.503 |

The excess over \(\frac32\) falls from 0.0068 to 0.0034 when \(U/\Gamma\) doubles from 256 to 512, as an \(O(\Gamma/U)\) correction should. The slope of \(\ln(U/2\omega_m)\) between these last two points is 0.99997 times \(\pi/(8\Gamma)\).

**Where the result stops**

The theorem concerns strong coupling. At \(U\sim\Gamma\) the charge and spin scales are not separated and the expansion in \(\varepsilon\) fails. Even at large \(U/\Gamma\) the discarded terms are not negligible: the ladder has the right exponent but not the right power of \(U/\Gamma\) in the prefactor. Away from particle-hole symmetry \(\tilde\Sigma_\downarrow(0)=-\tilde\Sigma_\uparrow(0)\) fails, and condition (3) must be reformulated. If the band density vanishes at the Fermi level, the low-energy logarithm changes and a solution with \(\omega_m>0\) need not exist. In a magnetic field the two spin directions are inequivalent, so the equal-weight average and the argument leading to (3) do not apply as given.
